# Image-charge correction for a charged defect in a cubic cell

## The problem

A point defect of charge \(q=2\), in units of the elementary charge \(e\), is modelled in a cubic cell of side \(L=10\) Å. The cell is repeated periodically, and a uniform background of total charge \(-q\) per cell keeps it neutral. The host has dielectric constant \(\varepsilon=10\).

(a) What energy must be added to the energy per cell to obtain, at leading order in \(1/L\), the energy of a single isolated defect?

(b) How large must the cell be for this error, left uncorrected, to fall to 0.1 eV?

The host is treated as a uniform, isotropic, linear dielectric, and the defect charge as a point. The value of \(\varepsilon\) must match the response allowed in the calculation: that of the electrons alone if the ions are held fixed, that of electrons and ions if the ions relax.

## Hints

1. Decide first how many times \(\varepsilon\) divides the energy. Consider the work needed to build up the charge gradually.
2. A sum of \(1/r\) over the images alone diverges. Group each charge with its own cube of background, and ask how fast the potential of this neutral object falls with distance.
3. The background also has an energy in the potential. You need the average potential over a cell, and the identity \(\nabla^2 r^2=6\) gives it without a difficult integral.
4. Do the lattice sum for \(q=L=\varepsilon=1\), and restore the three quantities by scaling.

## Full solution

### What is compared, and how it is screened

The self-energy of the defect charge is the same in the isolated and the periodic system, so it cancels in their difference. What remains is the interaction of the charge with the images and the background, together with the energy of the background itself.

Let \(\rho\) be the density of defect charge plus background, and \(\phi_{\rm vac}\) the potential it would produce in vacuum. In the uniform medium the potential is \(\phi_{\rm vac}/\varepsilon\). When a fraction \(\lambda\) of the charge is in place, the potential is \(\lambda\phi_{\rm vac}/\varepsilon\), and adding \(\rho\,d\lambda\) costs the corresponding work. The total is

\[
U=\int_0^1\lambda\,d\lambda\int\rho\,\frac{\phi_{\rm vac}}{\varepsilon}\,d^3r
=\frac{1}{2\varepsilon}\int\rho\,\phi_{\rm vac}\,d^3r .
\]

The energy is divided by \(\varepsilon\) once. The work of polarizing the medium is already included, because it is part of the work done in bringing up the charge.

### The potential at the defect

Set \(q=L=\varepsilon=1\), and let a unit charge have the potential \(1/r\). One cell then holds a unit point charge at the centre of a unit cube of density \(-1\). Its total charge is zero. Its dipole and octupole vanish by inversion symmetry. The off-diagonal elements of its quadrupole vanish by reflection; the diagonal ones are equal by cubic symmetry and sum to zero, so they vanish too. The potential \(\phi_c\) of a cell therefore falls at least as fast as \(r^{-5}\). Since the number of cells at distance \(r\) grows as \(r^2\), the sum over cells converges, whatever its order.

Take a block of \((2N+1)^3\) cells. At the central charge, leaving out that charge's own potential, the block produces

\[
S_N=\sum_{\mathbf n\neq0}\frac{1}{|\mathbf n|}-\int_{\rm block}\frac{d^3r}{r}
=\sum_{\mathbf n\neq0}\frac{1}{|\mathbf n|}-(2N+1)^2C,
\qquad C=\int_{\rm unit\ cube}\frac{d^3r}{r}.
\]

The factor \((2N+1)^2\) arises because stretching lengths by \(2N+1\) multiplies \(d^3r\) by \((2N+1)^3\) and \(1/r\) by \((2N+1)^{-1}\).

To find \(C\), divide the cube into six equal pyramids with their tips at the centre. In one of them put \(x=zu\), \(y=zv\), so that \(dx\,dy=z^2\,du\,dv\) and \(r=z\sqrt{1+u^2+v^2}\):

\[
C=6\int_0^{1/2}z\,dz\int_{-1}^{1}\!\int_{-1}^{1}\frac{du\,dv}{\sqrt{1+u^2+v^2}}
=3\int_0^1\!\int_0^1\frac{du\,dv}{\sqrt{1+u^2+v^2}}=2.380077 .
\]

Here \(\int_0^{1/2}z\,dz=1/8\), the four quadrants of the \(uv\) square contribute equally, and \(6\times\tfrac18\times4=3\). The last integral is done numerically.

For \(N=1\) there are 6 neighbours at distance 1, 12 at \(\sqrt2\) and 8 at \(\sqrt3\):

\[
S_1=6+\frac{12}{\sqrt2}+\frac{8}{\sqrt3}-9C=19.1041-21.4207=-2.3166 .
\]

Larger blocks, extrapolated to infinite size, give \(S_\infty=-2.313699\).

### The average potential

The average over one cell of the potential from all cells equals the integral of one cell's potential over all space, since the cells tile space and have unit volume:

\[
\bar\phi=\int_{\text{all space}}\phi_c\,d^3r .
\]

Green's identity for \(\phi_c\) and \(r^2\) inside a sphere of radius \(R\) reads

\[
\int\left(\phi_c\nabla^2r^2-r^2\nabla^2\phi_c\right)d^3r
=\oint\left(\phi_c\,\frac{\partial r^2}{\partial r}-r^2\frac{\partial\phi_c}{\partial r}\right)dS .
\]

On the right, both terms in the bracket fall as \(R^{-4}\) while the area grows as \(R^2\), so the surface term vanishes as \(R\to\infty\). With \(\nabla^2r^2=6\) and Poisson's equation \(\nabla^2\phi_c=-4\pi\rho_c\),

\[
6\bar\phi+4\pi\int\rho_c r^2\,d^3r=0
\quad\Rightarrow\quad
\bar\phi=-\frac{2\pi}{3}\int\rho_c r^2\,d^3r .
\]

The point charge sits at \(r=0\) and contributes nothing. The background contributes \(-3\int_{-1/2}^{1/2}x^2\,dx=-3/12=-1/4\). Hence \(\bar\phi=\pi/6=0.523599\).

### The correction

The point charge \(+1\) sits at potential \(S_\infty\), and the background of charge \(-1\) at the average potential \(\bar\phi\). The energy per cell, without the self-energy of the point charge, is

\[
U=\tfrac12\left(S_\infty-\bar\phi\right)=-\frac{\alpha}{2},
\qquad
\alpha=\frac{\pi}{6}-S_\infty=0.523599+2.313699=2.8373 .
\]

This \(\alpha\) is the Madelung constant of the simple cubic lattice with a neutralizing background. The hand-calculated \(S_1\) already gives 2.8402, about 0.1% above the limit. A constant added to the potential would cancel between the two terms, so the choice of zero does not matter here.

Now restore the units. All charges scale with \(q\), all distances with \(L\), and the medium divides by \(\varepsilon\). With \(K=e^2/(4\pi\varepsilon_0)=14.3996\) eV Å, the periodic energy differs from the isolated one by \(-K\alpha q^2/(2\varepsilon L)\). It is too low, because the attraction between the charge and the background outweighs the repulsive contributions. The amount to be added is

\[
\Delta E=\frac{K\alpha q^2}{2\varepsilon L} .
\]

**(a)** Inserting the values,

\[
\Delta E=\frac{14.3996\times2.8373\times2^2}{2\times10\times10}\ \text{eV}
=\frac{163.42}{200}\ \text{eV}=0.82\ \text{eV},
\]

or about 79 kJ/mol. Without screening it would be 8.17 eV, so the result is only as good as the value of \(\varepsilon\).

**(b)** Setting \(\Delta E=0.1\) eV and solving for \(L\),

\[
L=\frac{K\alpha q^2}{2\varepsilon\,(0.1\ \text{eV})}=\frac{163.42}{2\times10\times0.1}\ \text{Å}\approx 82\ \text{Å}=8.2\ \text{nm}.
\]

The volume is 546 times that of the original cell. At an assumed density of 0.05 atoms per Å\(^3\), the number of atoms rises from 50 to about 27 000. An error that falls only as \(1/L\) is expensive to remove by enlarging the cell, whereas adding \(\Delta E\) costs nothing.

### What the correction leaves out

The formula assumes that the charge is localized well inside the cell. If the extra charge spreads through the whole cell, there is no separate point charge to correct. In an anisotropic host a single \(\varepsilon\) is not enough. Elastic interaction between defects and overlap of their wavefunctions are separate errors.

A formation energy also contains the energy of the electrons exchanged with a reservoir. Shifting the zero of potential by \(c\) changes that term by an amount proportional to \(qc\), so the defect cell and the perfect host must be referred to a common zero of potential. Comparing the two potentials far from the defect needs care: there the charged cell still contains the potential of the periodic charges and their background, of order \(Kq/(\varepsilon L)\). This part is not a shift of the zero, and it must be subtracted before the comparison.

## Variation 1: a singly charged defect

*Repeat both parts for \(q=1\), and find the error in the energy difference between the two charge states in the 10 Å cell.*

Both \(\Delta E\) and the required \(L\) are proportional to \(q^2\), so each is divided by 4. The correction is \(0.817/4=0.20\) eV, and the uncorrected error reaches 0.1 eV at \(81.7/4\approx20\) Å.

With the same \(\varepsilon\) for both states, the uncorrected difference \(E(q=2)-E(q=1)\) is too low by \(0.817-0.204=0.61\) eV. Because the leading error goes as \(q^2\), it cancels only between states of equal \(|q|\), such as \(+1\) and \(-1\) with the same \(\varepsilon\), and not between states of different \(|q|\).

## Variation 2: a defect charge of finite width

*Let the charge be a Gaussian, with density proportional to \(e^{-r^2/2\sigma^2}\) and \(\sigma=1\) Å. What error remains after \(\Delta E\) has been added, and in which cell is that error 0.1 eV?*

Take a spherical charge density \(\rho_d\) with total charge \(q\) and \(Q=\int\rho_d r^2\,d^3r\), and neglect overlap between neighbours. Leave out \(K/\varepsilon\) until the end. Two things change.

First, the charge samples the potential \(V\) of the images and background away from the centre. There \(\nabla^2V=4\pi q/L^3\), from the background density \(-q/L^3\). Because \(\nabla^2r^2=6\), the difference \(V-2\pi q r^2/(3L^3)\) has zero Laplacian. The average of such a function over a sphere equals its value at the centre: by the divergence theorem the flux of its gradient through the sphere is zero, so the average does not change with radius. The average of \(V\) over a sphere of radius \(r\) is then \(V(0)+2\pi q r^2/(3L^3)\). Outside itself each spherical image acts as a point charge \(q\), so \(V(0)=qS_\infty/L\) as before. Hence

\[
\int\rho_d V\,d^3r=\frac{q^2S_\infty}{L}+\frac{2\pi qQ}{3L^3}.
\]

Second, the second moment of a cell becomes \(Q-qL^2/4\), so that

\[
\bar\phi=-\frac{2\pi}{3L^3}\left(Q-\frac{qL^2}{4}\right)=\frac{\pi q}{6L}-\frac{2\pi Q}{3L^3}.
\]

Half the sum of \(\int\rho_dV\,d^3r\) and the background term \(-q\bar\phi\) is \(-\alpha q^2/(2L)+2\pi qQ/(3L^3)\). Reversing the sign and restoring \(K/\varepsilon\),

\[
E_{\rm isolated}-E_{\rm periodic}=\frac{K}{\varepsilon}\left[\frac{\alpha q^2}{2L}-\frac{2\pi qQ}{3L^3}\right].
\]

For the Gaussian, the mean of \(x^2\) is \(\sigma^2\) and likewise for \(y^2\) and \(z^2\), so \(Q=3q\sigma^2\). The second term at 10 Å is

\[
\frac{2\pi Kq^2\sigma^2}{\varepsilon L^3}=\frac{2\pi\times14.3996\times4\times1}{10\times1000}\ \text{eV}=0.036\ \text{eV}.
\]

The leading correction therefore overshoots by 0.036 eV. The numerical check computes the periodic and isolated Gaussian energies separately and finds a difference of 0.781 eV, which agrees with \(0.817-0.036\). From 10 Å to 20 Å the remainder falls by a factor of 8, as \(L^{-3}\) requires.

The remainder equals 0.1 eV when

\[
L^3=\frac{2\pi\times14.3996\times4\times1}{10\times0.1}\ \text{Å}^3=362\ \text{Å}^3,
\qquad L=7.1\ \text{Å}.
\]

In this model, adding the correction reduces the required cell from 82 Å to 7 Å. The smaller figure should not be carried over to a real crystal without a convergence test: at such short distances a constant \(\varepsilon\) is a doubtful description of the response, and the errors left out above may dominate. The same limit applies to the \(L^{-3}\) term in a cell of any size. Only the \(1/L\) term is fixed by the macroscopic \(\varepsilon\). In a host made of atoms, the way the screening varies over atomic distances contributes at order \(L^{-3}\) alongside \(Q\), so the 0.036 eV found here belongs to the uniform medium and can differ several-fold in a real crystal.

## Computed results

```
K = e^2/(4 pi eps0): 14.3996 eV angstrom
charge q: 2 e
cell side L: 10.0 angstrom
dielectric constant: 10.0
Gaussian width sigma: 1.0 angstrom
target error: 0.10 eV
integral of 1/r over unit cube C: 2.380077
N =  0: S_N = -2.380077, pi/6 - S_N = 2.903676
N =  1: S_N = -2.316613, pi/6 - S_N = 2.840212
N =  2: S_N = -2.314724, pi/6 - S_N = 2.838322
N =  5: S_N = -2.313911, pi/6 - S_N = 2.837509
N = 20: S_N = -2.313714, pi/6 - S_N = 2.837313
N = 40: S_N = -2.313703, pi/6 - S_N = 2.837301
extrapolated S: -2.313699
average potential pi/6: 0.523599
Madelung constant alpha: 2.837297
leading correction without screening: 8.171 eV
leading correction with screening: 0.8171 eV
same correction: 78.8 kJ/mol
isolated Gaussian energy: 1.62483 eV
periodic Gaussian energy, L = 10: 0.84389 eV
L (angstrom), computed error, leading term, remainder (eV):
    10  0.78093  0.81712  0.03619
    14  0.57047  0.58366  0.01319
    20  0.40404  0.40856  0.00452
    40  0.20371  0.20428  0.00057
L^-3 term from formula, L = 10: 0.03619 eV
remainder ratio, L = 10 to L = 20: 8.0000
cell for 0.1 eV uncorrected, formula: 81.71 angstrom
same cell: 8.17 nm
cell for 0.1 eV uncorrected, root search: 81.66 angstrom
volume ratio to the 10 angstrom cell: 546
atom density: 0.05 per cubic angstrom
atoms in the 10 angstrom cell: 50
atoms in the large cell: 27279
cell for 0.1 eV after correction: 7.13 angstrom
```
